**Voltage probe: floating potential and full conductance correction**

For contacts L and R and a probe P, zero net probe flow gives $(\mu_P-\mu_R)/(\mu_L-\mu_R)=T_{PL}/(T_{PL}+T_{PR})$ and $T_{\rm eff}=T_{LR}+T_{LP}T_{PR}/(T_{PL}+T_{PR})$. Here $T_{ab}$ is the transmission from contact $b$ to contact $a$, thermally averaged at nonzero temperature, and the conductance is $T_{\rm eff}/\pi$ in Hartree atomic units. The program asserts that the Green-function transmissions agree with explicit scattering waves on three semi-infinite chains, and that the probe balance agrees with flows computed from the filled-state matrix. It also asserts the sign rule and optimum coupling for a chain, the weak-probe slope in a random conductor without time-reversal symmetry, and the thermal linear response against a root search at small bias. In the model tunnel contact, the probe multiplies the transmission by 1.80 for a clean barrier and by 0.554 for a resonant level. The probe fraction is 0.361 in both cases. At 300 K, the voltage probe gives a slightly larger transmission than a probe that draws zero current at each energy.

## Program and output

```python
"""Voltage probe P on a conductor between contacts L and R (Hartree units).

Result under test: zero net probe flow in linear response gives
  (mu_P - mu_R)/(mu_L - mu_R) = T_PL/(T_PL + T_PR)
  T_eff = T_LR + T_LP*T_PR/(T_PL + T_PR),  conductance = T_eff/pi
T_ab: transmission from b to a; G: retarded Green function;
Gamma_a: broadening matrix of contact a; gamma: one-site probe broadening.
The full probe correction is T_eff - T_0, with T_0 the probe-free value.
Model: metal chain, five barrier sites, semiconductor chain; probe on site 3.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

HOP = 0.10
METAL_CENTRE = 0.0
SEMI_CENTRE = 0.18
BARRIER = np.array([0.32, 0.31, 0.30, 0.29, 0.28])
PROBE_GAMMA = 0.005
BIAS = 1e-4
TEMPERATURE = 300.0
HARTREE_J = const.physical_constants["Hartree energy"][0]
HARTREE_EV = HARTREE_J / const.e
KT = const.k * TEMPERATURE / HARTREE_J
SIEMENS = const.e**2 / const.hbar


def dagger(m):
    return np.conj(np.swapaxes(m, -1, -2))


def trace(m):
    return np.trace(m, axis1=-2, axis2=-1)


def transmission(green, gamma_a, gamma_b):
    return trace(gamma_a @ green @ gamma_b @ dagger(green)).real


def terminal_flows(green, gammas, occupations):
    """Inflow minus outflow at each contact, from the filled-state matrix."""
    occ = [np.asarray(f)[..., None, None] for f in occupations]
    spectral = 1j * (green - dagger(green))
    injected = sum(f * g for f, g in zip(occ, gammas))
    filled = green @ injected @ dagger(green)
    return [trace(g @ (f * spectral - filled)).real
            for f, g in zip(occ, gammas)]


def balance_probe(green, gammas):
    """Probe occupation for zero flow, and resulting L and R flows."""
    empty = terminal_flows(green, gammas, (1.0, 0.0, 0.0))[2]
    full = terminal_flows(green, gammas, (1.0, 0.0, 1.0))[2]
    occupation = -empty / (full - empty)
    flows = terminal_flows(green, gammas, (1.0, 0.0, occupation))
    return occupation, flows[0], flows[1]


def lead_sigma(energy, centre):
    x = energy - centre
    return 0.5 * (x - 1j * np.sqrt(4 * HOP**2 - x**2))


def contact_model(energy, site3, gamma):
    energy = np.asarray(energy, dtype=float)
    onsite = BARRIER.copy()
    onsite[2] = site3
    ham = np.diag(onsite) - HOP * (np.eye(5, k=1) + np.eye(5, k=-1))
    matrix = energy[..., None, None] * np.eye(5) - ham + 0j
    gammas = []
    sigmas = (lead_sigma(energy, METAL_CENTRE),
              lead_sigma(energy, SEMI_CENTRE),
              -0.5j * gamma * np.ones_like(energy))
    for site, sigma in zip((0, 4, 2), sigmas):
        matrix[..., site, site] -= sigma
        broad = np.zeros(matrix.shape)
        broad[..., site, site] = -2 * np.imag(sigma)
        gammas.append(broad)
    return np.linalg.inv(matrix), gammas


def wave_transmissions(site3, gamma):
    """Match explicit lattice waves at E=0; the probe is a real chain."""
    centres = np.array([METAL_CENTRE, SEMI_CENTRE, 0.0])
    sites = (0, 4, 2)
    couplings = (HOP, HOP, np.sqrt(gamma * HOP / 2))
    k = np.arccos(centres / (2 * HOP))
    velocity = 2 * HOP * np.sin(k)
    onsite = BARRIER.copy()
    onsite[2] = site3
    system = np.zeros((8, 8), complex)
    system[:5, :5] = -np.diag(onsite)
    system[:5, :5] += HOP * (np.eye(5, k=1) + np.eye(5, k=-1))
    for a, (site, c) in enumerate(zip(sites, couplings)):
        system[site, 5 + a] += c * np.exp(1j * k[a])
        system[5 + a, 5 + a] = HOP
        system[5 + a, site] = -c
    result = np.zeros((3, 3))
    for b in range(3):
        source = np.zeros(8, complex)
        source[sites[b]] = -couplings[b] * np.exp(-1j * k[b])
        source[5 + b] = -HOP
        outgoing = np.linalg.solve(system, source)[5:]
        result[:, b] = np.abs(outgoing)**2 * velocity / velocity[b]
    return result


# Fold the two sides of the barrier onto the probe site at E = 0.
left = lead_sigma(0.0, METAL_CENTRE)
for level in BARRIER[:2]:
    left = HOP**2 / (-level - left)
right = lead_sigma(0.0, SEMI_CENTRE)
for level in BARRIER[:2:-1]:
    right = HOP**2 / (-level - right)
width_l, width_r = -2 * left.imag, -2 * right.imag
width = width_l + width_r
level_shift = (left + right).real
resonant_level = -level_shift


def chain_formula(x, gamma):
    total = width + gamma
    return width_l * width_r / width * total / (x**2 + total**2 / 4)


print(f"Hopping in all chains: {HOP:.3f} hartree")
print(f"Metal band centre: {METAL_CENTRE:.3f} hartree")
print(f"Semiconductor band centre: {SEMI_CENTRE:.3f} hartree")
print(f"Semiconductor band bottom: {SEMI_CENTRE - 2*HOP:.3f} hartree")
print("Fermi energy: 0 hartree")
print("Barrier site energies:", BARRIER, "hartree")
print(f"Probe broadening gamma: {PROBE_GAMMA:.4f} hartree")
print(f"Bias mu_L-mu_R: {BIAS:.1e} hartree = {BIAS*HARTREE_EV*1e3:.4f} meV")
print(f"Folded left width: {width_l:.6f} hartree")
print(f"Folded right width: {width_r:.6f} hartree")
print(f"Total folded width: {width:.6f} hartree")
print(f"Folded level shift: {level_shift:.6f} hartree")

for name, site3 in (("clean", BARRIER[2]), ("resonant", resonant_level)):
    x = -site3 - level_shift
    g0, gam0 = contact_model(0.0, site3, 0.0)
    t0 = transmission(g0, gam0[0], gam0[1])
    green, gam = contact_model(0.0, site3, PROBE_GAMMA)
    T = np.array([[transmission(green, a, b) for b in gam] for a in gam])
    waves = wave_transmissions(site3, PROBE_GAMMA)
    off = ~np.eye(3, dtype=bool)
    assert np.allclose(T[off], waves[off], rtol=1e-8, atol=1e-13)
    assert np.allclose(waves.sum(axis=0), 1.0, atol=1e-10)
    eta = T[2, 0] / (T[2, 0] + T[2, 1])
    reemitted = T[0, 2] * T[2, 1] / (T[2, 0] + T[2, 1])
    teff = T[0, 1] + reemitted
    occ, flow_l, flow_r = balance_probe(green, gam)
    assert np.isclose(occ, eta, rtol=1e-8)
    assert np.isclose(flow_l, teff, rtol=1e-8)
    assert np.isclose(flow_l, -flow_r, rtol=1e-8)
    assert np.isclose(flow_l, chain_formula(x, PROBE_GAMMA), rtol=1e-8)
    assert np.isclose(occ, width_l / width, rtol=1e-8)
    print(f"[{name}] site-3 energy: {site3:.6f} hartree; x: {x:.6f} hartree")
    print(f"[{name}] T_0 without probe: {t0:.6e}")
    print(f"[{name}] T_LR with probe: {T[0,1]:.6e}")
    print(f"[{name}] T_PL: {T[2,0]:.6e}; T_PR: {T[2,1]:.6e}")
    print(f"[{name}] re-emitted part: {reemitted:.6e}")
    print(f"[{name}] change of direct part: {T[0,1]-t0:.6e}")
    print(f"[{name}] T_eff: {teff:.6e}; T_eff-T_0: {teff-t0:.6e}")
    print(f"[{name}] T_eff/T_0: {teff/t0:.6f}")
    print(f"[{name}] probe fraction eta: {eta:.6f}")
    print(f"[{name}] mu_P-mu_R: {eta*BIAS:.6e} hartree"
          f" = {eta*BIAS*HARTREE_EV*1e3:.5f} meV")
    print(f"[{name}] conductance: {teff/np.pi:.6e} a.u."
          f" = {teff/np.pi*SIEMENS:.6e} S")

# The sign of the full correction, scanned across its predicted change.
for scaled_x in (0.0, 0.3, 0.6, 0.72, 1.0, 2.0):
    x = scaled_x * width
    site3 = -level_shift - x
    g0, gam0 = contact_model(0.0, site3, 0.0)
    bare = transmission(g0, gam0[0], gam0[1])
    probed = balance_probe(*contact_model(0.0, site3, PROBE_GAMMA))[1]
    predicted = 4 * x**2 > width * (width + PROBE_GAMMA)
    assert (probed > bare) == predicted
threshold = 0.5 * np.sqrt(width * (width + PROBE_GAMMA))
print(f"Detuning |x| where correction changes sign: {threshold:.6f} hartree")

# Search for the best probe coupling in the clean barrier.
search = minimize_scalar(
    lambda y: -balance_probe(*contact_model(0.0, BARRIER[2], y))[1],
    bounds=(0.01, 2.0), method="bounded", options={"xatol": 1e-8})
clean_x = -BARRIER[2] - level_shift
best_gamma = 2 * abs(clean_x) - width
best_t = width_l * width_r / (width * abs(clean_x))
assert np.isclose(search.x, best_gamma, rtol=1e-4)
assert np.isclose(-search.fun, best_t, rtol=1e-8)
print(f"[clean] optimum gamma: {best_gamma:.6f} hartree")
print(f"[clean] maximum T_eff: {best_t:.6e}")

# General multichannel conductor without time-reversal symmetry.
rng = np.random.default_rng(3)
raw = rng.normal(size=(5, 5)) + 1j * rng.normal(size=(5, 5))
random_h = 0.5 * (raw + dagger(raw))
random_gammas = []
for _ in range(2):
    v = 0.5 * (rng.normal(size=(5, 2)) + 1j * rng.normal(size=(5, 2)))
    random_gammas.append(v @ dagger(v))
projector = np.diag([0.0, 0.0, 1.0, 0.0, 0.0])


def random_model(gamma):
    gammas = random_gammas + [gamma * projector]
    green = np.linalg.inv(0.2 * np.eye(5) - random_h + 0.5j * sum(gammas))
    return green, gammas


g0, _ = random_model(0.0)
gl, gr = random_gammas
a_l = (g0 @ gl @ dagger(g0))[2, 2].real
a_r = (g0 @ gr @ dagger(g0))[2, 2].real
b_l = (dagger(g0) @ gl @ g0)[2, 2].real
gain_slope = b_l * a_r / (a_l + a_r)
direct_slope = (g0 @ gr @ dagger(g0) @ gl @ g0)[2, 2].imag
for gamma in (0.05, 0.5, 3.0):
    green, gam = random_model(gamma)
    occ, flow_l, flow_r = balance_probe(green, gam)
    t_lr = transmission(green, gam[0], gam[1])
    t_lp = transmission(green, gam[0], gam[2])
    t_pl = transmission(green, gam[2], gam[0])
    t_pr = transmission(green, gam[2], gam[1])
    assert np.isclose(occ, a_l / (a_l + a_r), rtol=1e-9)
    assert np.isclose(flow_l, t_lr + t_lp*t_pr/(t_pl+t_pr), rtol=1e-9)
    assert np.isclose(flow_l, -flow_r, rtol=1e-9)
    assert abs(t_lp - t_pl) > 1e-5
# Both signs of gamma are used only to differentiate an analytic function.
step = 1e-4
numeric_slope = (balance_probe(*random_model(step))[1]
                 - balance_probe(*random_model(-step))[1]) / (2 * step)
assert np.isclose(numeric_slope, gain_slope + direct_slope,
                  rtol=1e-5, atol=1e-6)
print(f"[random] weak-probe re-emission slope: {gain_slope:.6f} hartree^-1")
print(f"[random] weak-probe direct slope: {direct_slope:.6f} hartree^-1")
print(f"[random] finite-difference total: {numeric_slope:.6f} hartree^-1")

# Thermal voltage probe for the resonant contact.
energy = np.linspace(-18 * KT, 18 * KT, 1201)
spacing = energy[1] - energy[0]
green, gam = contact_model(energy, resonant_level, PROBE_GAMMA)
fermi = expit(-energy / KT)
weight = fermi * (1 - fermi) / KT * spacing
t_lr = transmission(green, gam[0], gam[1])
t_lp = transmission(green, gam[0], gam[2])
t_pl = transmission(green, gam[2], gam[0])
t_pr = transmission(green, gam[2], gam[1])
m_lr, m_lp, m_pl, m_pr = [np.sum(weight*t) for t in (t_lr, t_lp, t_pl, t_pr)]
thermal_eta = m_pl / (m_pl + m_pr)
thermal_teff = m_lr + m_lp * m_pr / (m_pl + m_pr)
dephasing_teff = np.sum(weight * balance_probe(green, gam)[1])


def finite_bias(bias):
    def flows(fraction):
        occupations = [expit(-(energy - mu) / KT)
                       for mu in (bias, 0.0, fraction * bias)]
        return [np.sum(f) * spacing / np.pi
                for f in terminal_flows(green, gam, occupations)]
    fraction = brentq(lambda y: flows(y)[2] / bias, 0.0, 1.0, xtol=1e-12)
    return fraction, flows(fraction)[0] / bias


small_eta, small_conductance = finite_bias(1e-6)
# Remaining differences are the first nonlinear terms in the small bias.
assert abs(small_eta - thermal_eta) < 2e-5
assert np.isclose(small_conductance, thermal_teff / np.pi, rtol=1e-4)
assert thermal_teff >= dephasing_teff - 1e-12
large_eta, large_conductance = finite_bias(1e-3)
print(f"Thermal energy at {TEMPERATURE:.0f} K: {KT:.6e} hartree")
print(f"[resonant, 300 K] linear probe fraction: {thermal_eta:.6f}")
print(f"[resonant, 300 K] voltage-probe T_eff: {thermal_teff:.8f}")
print(f"[resonant, 300 K] dephasing-probe T_eff: {dephasing_teff:.8f}")
print(f"[resonant, 300 K] linear conductance: {thermal_teff/np.pi:.6f} a.u.")
print(f"[resonant, 300 K] fraction at bias 0.001 hartree: {large_eta:.6f}")
print(f"[resonant, 300 K] I/bias at 0.001 hartree: "
      f"{large_conductance:.6f} a.u.")
print("checks complete")
```

It prints:

```
Hopping in all chains: 0.100 hartree
Metal band centre: 0.000 hartree
Semiconductor band centre: 0.180 hartree
Semiconductor band bottom: -0.020 hartree
Fermi energy: 0 hartree
Barrier site energies: [0.32 0.31 0.3  0.29 0.28] hartree
Probe broadening gamma: 0.0050 hartree
Bias mu_L-mu_R: 1.0e-04 hartree = 2.7211 meV
Folded left width: 0.002243 hartree
Folded right width: 0.003974 hartree
Total folded width: 0.006217 hartree
Folded level shift: -0.077056 hartree
[clean] site-3 energy: 0.300000 hartree; x: -0.222944 hartree
[clean] T_0 without probe: 1.792733e-04
[clean] T_LR with probe: 1.791947e-04
[clean] T_PL: 2.254683e-04; T_PR: 3.994985e-04
[clean] re-emitted part: 1.441264e-04
[clean] change of direct part: -7.854834e-08
[clean] T_eff: 3.233211e-04; T_eff-T_0: 1.440479e-04
[clean] T_eff/T_0: 1.803510
[clean] probe fraction eta: 0.360768
[clean] mu_P-mu_R: 3.607684e-05 hartree = 0.98170 meV
[clean] conductance: 1.029163e-04 a.u. = 2.505122e-08 S
[resonant] site-3 energy: 0.077056 hartree; x: 0.000000 hartree
[resonant] T_0 without probe: 9.224583e-01
[resonant] T_LR with probe: 2.833537e-01
[resonant] T_PL: 3.565243e-01; T_PR: 6.317116e-01
[resonant] re-emitted part: 2.279016e-01
[resonant] change of direct part: -6.391046e-01
[resonant] T_eff: 5.112553e-01; T_eff-T_0: -4.112030e-01
[resonant] T_eff/T_0: 0.554231
[resonant] probe fraction eta: 0.360768
[resonant] mu_P-mu_R: 3.607684e-05 hartree = 0.98170 meV
[resonant] conductance: 1.627376e-01 a.u. = 3.961253e-05 S
Detuning |x| where correction changes sign: 0.004175 hartree
[clean] optimum gamma: 0.439671 hartree
[clean] maximum T_eff: 6.430479e-03
[random] weak-probe re-emission slope: 0.251157 hartree^-1
[random] weak-probe direct slope: -0.239382 hartree^-1
[random] finite-difference total: 0.011775 hartree^-1
Thermal energy at 300 K: 9.500435e-04 hartree
[resonant, 300 K] linear probe fraction: 0.361075
[resonant, 300 K] voltage-probe T_eff: 0.45616414
[resonant, 300 K] dephasing-probe T_eff: 0.45610070
[resonant, 300 K] linear conductance: 0.145202 a.u.
[resonant, 300 K] fraction at bias 0.001 hartree: 0.355599
[resonant, 300 K] I/bias at 0.001 hartree: 0.144065 a.u.
checks complete
```
